# The Phillips-Kleinman Pseudopotential: Core Admixture and the Reduced Tail: verification in Python

```python
"""Phillips-Kleinman pseudopotential: result under test.
h = T + V has core states c (energy E_c) and a valence state v (energy E_v).
With V_R = sum_c (E_v - E_c)|c><c|, the equation (h + V_R) phi = E_v phi is
solved by exactly the combinations of v and the cores. If phi is normalised and
S = sum_c <c|phi>^2, its tail is sqrt(1-S) times the tail of v.
All s states; u(r) = r * radial function; Hartree atomic units.
Radial problems are solved with Gauss-Lobatto spectral elements.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
EDGES = [0.0, 0.25, 1.0, 2.5, 5.0, 10.0, 18.0, 30.0, 45.0]
DEGREE = 20
R_OUT = 5.0


def radial_grid(edges, degree, r_out):
    """Nodes, weights, weights of the region r > r_out, kinetic matrix."""
    p = Legendre.basis(degree)
    inner = np.sort(np.real(p.deriv().roots()))
    x = np.concatenate(([-1.0], inner, [1.0]))
    px = p(x)
    w = 2 / (degree * (degree + 1) * px**2)
    gap = x[:, None] - x[None, :] + np.eye(degree + 1)
    d = px[:, None] / px[None, :] / gap
    np.fill_diagonal(d, 0.0)
    d[0, 0] = -degree * (degree + 1) / 4
    d[-1, -1] = degree * (degree + 1) / 4
    n = degree * (len(edges) - 1) + 1
    r, weight, outer = np.zeros(n), np.zeros(n), np.zeros(n)
    kin = np.zeros((n, n))
    for k in range(len(edges) - 1):
        s = slice(k * degree, (k + 1) * degree + 1)
        length = edges[k + 1] - edges[k]
        r[s] = edges[k] + length * (x + 1) / 2
        weight[s] += w * length / 2
        if edges[k] >= r_out:
            outer[s] += w * length / 2
        kin[s, s] += d.T @ (w[:, None] * d) / length
    r, weight, outer = r[1:-1], weight[1:-1], outer[1:-1]
    root = np.sqrt(weight)
    return r, weight, outer, kin[1:-1, 1:-1] / np.outer(root, root)


r, weight, outer, T = radial_grid(EDGES, DEGREE, R_OUT)
root_w = np.sqrt(weight)


def node_at(radius):
    i = int(np.argmin(abs(r - radius)))
    assert abs(r[i] - radius) < 1e-10
    return i


# ---- Closed-form case: hydrogen potential, core 1s, valence 2s ----
E_1s, E_2s = -0.5, -0.125
u_1s = 2 * r * np.exp(-r)
u_2s = r * (r / 2 - 1) * np.exp(-r / 2) / np.sqrt(2)  # outer lobe positive
bare = eigh(T + np.diag(-1 / r), eigvals_only=True)
assert np.allclose(bare[:2], [E_1s, E_2s], atol=1e-7)
print("HYDROGEN POTENTIAL, core 1s, valence 2s (outer lobe positive)")
print(f"E_1s = {bare[0]:.6f}, E_2s = {bare[1]:.6f} hartree")
for a in (0.5, 1.0):
    phi = u_2s + a * u_1s
    assert np.all(phi > 0)
    U = -1 / r + (E_2s - E_1s) * a * u_1s / phi
    energy, vec = eigh(T + np.diag(U), subset_by_index=[0, 1])
    u = vec[:, 0] / root_w
    u *= np.sign(u[np.argmax(abs(u))])
    b = np.sum(weight * u * u_1s)
    S = b**2
    assert abs(energy[0] - E_2s) < 1e-7
    assert energy[1] > E_2s + 1e-3
    assert abs(S - a**2 / (1 + a**2)) < 1e-6
    recovered = (u - b * u_1s) / np.sqrt(1 - S)
    assert np.max(abs(recovered - u_2s)) < 1e-6
    ratios = []
    for radius in (5.0, 10.0, 18.0):
        i = node_at(radius)
        ratio = u[i] / u_2s[i]
        law = (1 + a * u_1s[i] / u_2s[i]) / np.sqrt(1 + a**2)
        assert abs(ratio - law) < 1e-5
        ratios.append(ratio)
    far = node_at(30.0)
    assert abs(u[far] / u_2s[far] - np.sqrt(1 - S)) < 1e-5
    print(f"a = {a:.1f}: lowest energy in local U = {energy[0]:.6f} hartree")
    print(f"  core weight S = {S:.5f}, sqrt(1-S) = {np.sqrt(1-S):.5f}")
    print("  u_phi/u_2s at r = 5, 10, 18 bohr: "
          + ", ".join(f"{q:.5f}" for q in ratios))
    print("  U at r = 1, 2.5, 5 bohr: "
          + ", ".join(f"{U[node_at(q)]:.4f}" for q in (1.0, 2.5, 5.0))
          + " hartree")
print("  bare V at r = 1, 2.5, 5 bohr: "
      + ", ".join(f"{-1/q:.4f}" for q in (1.0, 2.5, 5.0)) + " hartree")

# ---- Two-core model: 1s and 2s core, 3s valence ----
CORE_CHARGE, DECAY = 10.0, 2.0
V = -(1 + CORE_CHARGE * np.exp(-DECAY * r)) / r
h = T + np.diag(V)
E, states = eigh(h)
for k in range(3):
    peak = np.argmax(abs(states[:, k] / root_w))
    states[:, k] *= np.sign(states[peak, k])
core, valence = states[:, :2], states[:, 2]
E_core, E_v = E[:2], E[2]


def core_shift(reference_energy):
    return (core * (reference_energy - E_core)) @ core.T


V_R = core_shift(E_v)
E_pk, states_pk = eigh(h + V_R)
assert np.allclose(E_pk[:3], E_v, atol=1e-7)
assert np.allclose(E_pk[3:5], E[3:5], atol=1e-7)
family = states[:, :3]
overlaps = np.linalg.svd(family.T @ states_pk[:, :3], compute_uv=False)
assert np.allclose(overlaps, 1, atol=1e-7)

# A running reference energy always has the cores as spurious solutions.
trial = E_v - 0.5
E_trial, states_trial = eigh(h + core_shift(trial))
spurious = np.where(abs(E_trial - trial) < 1e-7)[0]
assert len(spurious) == 2
assert np.max(abs(valence @ states_trial[:, spurious])) < 1e-6

# Member of the family with the least kinetic energy.
t_values, mix = eigh(family.T @ T @ family)
t_min, coef = t_values[0], mix[:, 0] * np.sign(mix[2, 0])
pseudo = family @ coef
b_core = core.T @ pseudo
S = np.sum(b_core**2)
a_core = b_core / (valence @ pseudo)
assert np.allclose(core.T @ (V * pseudo), (E_core - t_min) * b_core, atol=1e-7)
V_pseudo = np.sum(V * pseudo**2)
R_pseudo = np.sum((E_v - E_core) * b_core**2)
assert abs(t_min + V_pseudo + R_pseudo - E_v) < 1e-7
T_true, V_true = valence @ T @ valence, np.sum(V * valence**2)
assert t_min < T_true

u_v, u_p = valence / root_w, pseudo / root_w
far = node_at(10.0)
assert abs(u_p[far] / u_v[far] - np.sqrt(1 - S)) < 1e-5
q_true, q_pseudo = np.sum(outer * u_v**2), np.sum(outer * u_p**2)
assert abs(q_pseudo / q_true - (1 - S)) < 5e-3


def count_nodes(u):
    signs = np.sign(u[abs(u) > 1e-5])
    return int(np.sum(signs[1:] != signs[:-1]))


print("MODEL V = -[1 + A exp(-k r)]/r, cores 1s and 2s, valence 3s")
print(f"A = {CORE_CHARGE:.0f}, k = {DECAY:.0f} per bohr")
print("levels of h, 1s to 4s: "
      + ", ".join(f"{e:.5f}" for e in E[:4]) + " hartree")
print(f"E_3s in eV = {E_v*HARTREE_EV:.4f} eV")
print("lowest four levels of h + V_R: "
      + ", ".join(f"{e:.5f}" for e in E_pk[:4]) + " hartree")
print(f"running-E check: trial E = {trial:.5f} hartree, "
      f"spurious solutions = {len(spurious)}")
print("Least-kinetic-energy pseudo-orbital (outer lobes positive):")
print(f"  admixtures a_1s = {a_core[0]:.5f}, a_2s = {a_core[1]:.5f}")
print(f"  overlaps b_1s = {b_core[0]:.5f}, b_2s = {b_core[1]:.5f}")
print(f"  core weight S = {S:.5f}, 1-S = {1-S:.5f}, "
      f"sqrt(1-S) = {np.sqrt(1-S):.5f}")
print(f"  radial nodes: true 3s {count_nodes(u_v)}, pseudo {count_nodes(u_p)}")
print(f"  true 3s: <T> = {T_true:.5f}, <V> = {V_true:.5f} hartree")
print(f"  pseudo: <T> = {t_min:.5f}, <V> = {V_pseudo:.5f}, "
      f"<V_R> = {R_pseudo:.5f} hartree")
print(f"  pseudo: <V + V_R> = {V_pseudo+R_pseudo:.5f} hartree")
print("  u_phi/u_3s at r = 2.5, 5, 10 bohr: " + ", ".join(
    f"{u_p[node_at(q)]/u_v[node_at(q)]:.5f}" for q in (2.5, 5.0, 10.0)))
print(f"  charge beyond {R_OUT:.0f} bohr: true {q_true:.5f}, "
      f"pseudo {q_pseudo:.5f} electrons")
print(f"  ratio of these charges = {q_pseudo/q_true:.5f}")
print("verified")
```

Printed output:

```
HYDROGEN POTENTIAL, core 1s, valence 2s (outer lobe positive)
E_1s = -0.500000, E_2s = -0.125000 hartree
a = 0.5: lowest energy in local U = -0.125000 hartree
  core weight S = 0.20000, sqrt(1-S) = 0.89443
  u_phi/u_2s at r = 5, 10, 18 bohr: 0.96365, 0.89656, 0.89445
  U at r = 1, 2.5, 5 bohr: -0.1009, -0.1681, -0.1731 hartree
a = 1.0: lowest energy in local U = -0.125000 hartree
  core weight S = 0.50000, sqrt(1-S) = 0.70711
  u_phi/u_2s at r = 5, 10, 18 bohr: 0.81655, 0.71048, 0.70714
  U at r = 1, 2.5, 5 bohr: -0.4707, -0.1134, -0.1497 hartree
  bare V at r = 1, 2.5, 5 bohr: -1.0000, -0.4000, -0.2000 hartree
MODEL V = -[1 + A exp(-k r)]/r, cores 1s and 2s, valence 3s
A = 10, k = 2 per bohr
levels of h, 1s to 4s: -42.95618, -3.15001, -0.22331, -0.07892 hartree
E_3s in eV = -6.0766 eV
lowest four levels of h + V_R: -0.22331, -0.22331, -0.22331, -0.07892 hartree
running-E check: trial E = -0.72331 hartree, spurious solutions = 2
Least-kinetic-energy pseudo-orbital (outer lobes positive):
  admixtures a_1s = 0.03202, a_2s = 0.28132
  overlaps b_1s = 0.03080, b_2s = 0.27068
  core weight S = 0.07421, 1-S = 0.92579, sqrt(1-S) = 0.96218
  radial nodes: true 3s 2, pseudo 0
  true 3s: <T> = 0.50876, <V> = -0.73207 hartree
  pseudo: <T> = 0.08872, <V> = -0.56701, <V_R> = 0.25498 hartree
  pseudo: <V + V_R> = -0.31203 hartree
  u_phi/u_3s at r = 2.5, 5, 10 bohr: 0.97596, 0.96223, 0.96218
  charge beyond 5 bohr: true 0.14448, pseudo 0.13376 electrons
  ratio of these charges = 0.92582
verified
```
